# Three PAW Electrostatic Terms for the Hydrogen 1s Density

## Problem

The hydrogen 1s electron density, in Hartree atomic units, is $n(r)=e^{-2r}/\pi$. A nucleus of charge $Z$ sits at the origin; hydrogen has $Z=1$. Electron density is counted as positive charge, so the nucleus is the density $-Z\delta(\mathbf r)$. The Coulomb product of two densities is

$$(f|h)=\iint \frac{f(\mathbf r)\,h(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

The projector augmented-wave (PAW) method replaces $n$ inside a sphere of radius $R$ by a smooth pseudo density $\tilde n$, and corrects the energy inside the sphere. Here $\tilde n=n$ for $r>R$, while inside

$$\tilde n=N(A+Bx^2+Cx^4),\qquad x=r/R,\quad N=n(R),$$

with value, slope and curvature continuous at $R$. A Gaussian compensation charge $Qg$ is added, with

$$g(r)=\frac{\beta^3}{\pi^{3/2}}e^{-\beta^2r^2},\qquad Q=q_{\rm in}-\tilde q_{\rm in}-Z,$$

where $q_{\rm in}$ and $\tilde q_{\rm in}$ are the charges of $n$ and $\tilde n$ inside the sphere. This makes $\tilde q_{\rm in}+Q$ equal to the true charge $q_{\rm in}-Z$. Let the subscripts "in" and "out" denote the parts of a density inside and outside $R$. The three terms are

$$\begin{aligned}
E_s&=\tfrac12(\tilde n+Qg\,|\,\tilde n+Qg),\\
E_1&=\tfrac12(n_{\rm in}|n_{\rm in})-Z\int \frac{n_{\rm in}}{r}\,d^3r,\\
\tilde E_1&=\tfrac12(\tilde n_{\rm in}+Qg\,|\,\tilde n_{\rm in}+Qg).
\end{aligned}$$

The infinite self-energy of the point nucleus is omitted, and the Gaussian is kept whole in $\tilde E_1$, including its tail beyond $R$.

(a) Find the Hartree energy $E_H=\frac12(n|n)$ and the electron-nucleus energy $E_{eN}=-Z\int n/r\,d^3r$.

(b) Evaluate the three terms for $R=1$ bohr, $Z=1$, $\beta=4$ bohr$^{-1}$.

(c) Does $E_s+E_1-\tilde E_1$ equal $E_H+E_{eN}$? Find any difference, also for $\beta=2$ bohr$^{-1}$.

## First estimate by scaling

The radial distribution $4r^2e^{-2r}$ peaks at $r=1$, so $E_{eN}\sim-1$ for $Z=1$. Two independent points at typical radius 1 have a root-mean-square separation of $\sqrt2$, so $E_H\sim\frac12/\sqrt2\approx0.35$. The sum should be near $-0.65$ hartree.

A Gaussian of charge $Q\approx-1$ and width $1/\beta$ has self-energy of order $\frac12Q^2\beta$, about 2 hartree for $\beta=4$. This artificial energy exceeds the physical one and must cancel between $E_s$ and $\tilde E_1$.

The Gaussian tail can spoil the recovery. Outside the sphere, a unit Gaussian has potential $\mathrm{erf}(\beta r)/r$, derived below, instead of the $1/r$ of a charge confined to the sphere. The outer electrons therefore miss an interaction $Q\,\mathrm{erfc}(\beta r)/r$, and the sum shifts by $-QT$, where

$$T=\int_R^\infty F(r)\,dr,\qquad F(r)=4re^{-2r}\,\mathrm{erfc}(\beta r).$$

For large $\beta R$ the factor $\mathrm{erfc}(\beta r)$ falls roughly as $e^{-\beta^2r^2}$, whose logarithmic slope at $R$ is $-2\beta^2R$. If also $\beta^2R\gg1$ (in bohr$^{-1}$), this decay outpaces that of the factor $e^{-2r}$, and the integral comes from a layer of thickness $1/(2\beta^2R)$:

$$T\sim\frac{F(R)}{2\beta^2R}=\frac{2e^{-2R}\,\mathrm{erfc}(\beta R)}{\beta^2}.$$

With $R=1$, $\mathrm{erfc}(4)=1.54\times10^{-8}$ and $\mathrm{erfc}(2)=4.68\times10^{-3}$, this gives $2.6\times10^{-10}$ hartree for $\beta=4$ and $3.2\times10^{-4}$ hartree for $\beta=2$. Since $Q\approx-1$, these are also the estimated upward shifts of the sum.

## Exact solution

### Energies of the full density

Let $q(r)$ be the charge of a spherical density $f$ within radius $r$. A shell at $r$ feels the charge inside it as if it were at the origin. In $\frac12(f|f)$ the two orderings of each pair of shells contribute equally, so the factor $\frac12$ leaves each pair counted once, at its outer shell:

$$\tfrac12(f|f)=\int_0^\infty\frac{q(r)q'(r)}{r}\,dr. \tag{1}$$

For the 1s density, $q'=4\pi r^2n=4r^2e^{-2r}$. Differentiation confirms

$$q(r)=1-e^{-2r}(1+2r+2r^2),$$

because $q'=e^{-2r}[2(1+2r+2r^2)-(2+4r)]=4r^2e^{-2r}$ and $q(0)=0$.

Define $W(r)=(1+2r)e^{-2r}$. Then $W'=(2-2-4r)e^{-2r}=-4re^{-2r}$, so the integrals of $n/r$ outside and inside the sphere are

$$V_{\rm out}=\int_R^\infty4re^{-2r}dr=(1+2R)e^{-2R},\qquad V_{\rm in}=1-V_{\rm out}.$$

The self-energy also needs the integral of $4r(1+2r+2r^2)e^{-4r}$. Take

$$P(r)=\tfrac{11}{16}+\tfrac{11}{4}r+\tfrac72r^2+2r^3.$$

Then

$$\begin{aligned}
4P-P'&=\left(\tfrac{11}{4}+11r+14r^2+8r^3\right)-\left(\tfrac{11}{4}+7r+6r^2\right)\\
&=4r+8r^2+8r^3,
\end{aligned}$$

so $-Pe^{-4r}$ is the required antiderivative. From (1), the self-energy inside the sphere is

$$\begin{aligned}
U_{\rm in}&=\int_0^R4re^{-2r}\,[1-e^{-2r}(1+2r+2r^2)]\,dr\\
&=V_{\rm in}-\left[\tfrac{11}{16}-e^{-4R}P(R)\right]\\
&=\tfrac5{16}-V_{\rm out}+e^{-4R}P(R).
\end{aligned}$$

As $R\to\infty$ the exponentials vanish and $V_{\rm in}\to1$. This answers (a):

$$E_H=\tfrac5{16},\qquad E_{eN}=-Z.$$

### Pseudo density and compensation charge

Since $n'=-2n$ and $n''=4n$, matching the value and the first two derivatives with respect to $x$ gives

$$A+B+C=1,\quad 2B+4C=-2R,\quad 2B+12C=4R^2.$$

Subtracting the second equation from the third gives $8C=4R^2+2R$. The second then gives $B=-R-2C$, and the first gives $A=1-B-C$:

$$C=\tfrac{2R^2+R}{4},\quad B=-R^2-\tfrac32R,\quad A=1+\tfrac54R+\tfrac12R^2.$$

With $4\pi N=4e^{-2R}$, the pseudo charge within $r=Rx$ is

$$\tilde q=4e^{-2R}R^3\left(\frac{Ax^3}{3}+\frac{Bx^5}{5}+\frac{Cx^7}{7}\right).$$

For $R=1$, $(A,B,C)=(2.75,-2.50,0.75)$, and

$$\begin{aligned}
q_{\rm in}&=1-5e^{-2}=0.32332,\\
\tilde q_{\rm in}&=4e^{-2}(0.91667-0.50000+0.10714)=0.28356,\\
Q&=0.32332-0.28356-1=-0.96024.
\end{aligned}$$

Most of $Q$ represents the nucleus.

### The on-site terms

By definition $E_1=U_{\rm in}-ZV_{\rm in}$. For the example,

$$E_1=0.07019-0.59399=-0.52380\ \text{hartree}.$$

For the pseudo density, put $r=Rx$ in (1). Its self-energy is

$$\begin{aligned}
\tilde U_{\rm in}=16e^{-4R}R^5\int_0^1&(Ax+Bx^3+Cx^5)\\
&\times\left(\frac{Ax^3}{3}+\frac{Bx^5}{5}+\frac{Cx^7}{7}\right)dx.
\end{aligned}$$

The product contains $AB(\frac13+\frac15)x^6$, $[AC(\frac13+\frac17)+\frac15B^2]x^8$ and $BC(\frac15+\frac17)x^{10}$, besides $\frac13A^2x^4$ and $\frac17C^2x^{12}$. Integration gives

$$\begin{aligned}
\tilde U_{\rm in}=16e^{-4R}R^5\Big[&\frac{A^2}{15}+\frac{8AB}{105}+\frac{B^2}{45}\\
&+\frac{10AC}{189}+\frac{12BC}{385}+\frac{C^2}{91}\Big].
\end{aligned}$$

For $R=1$ the bracket is $0.17611$, so $\tilde U_{\rm in}=0.05161$ hartree.

The potential of $g$ is $v_g=\mathrm{erf}(\beta r)/r$. To verify this, read off the enclosed charge from the field:

$$q_g=-r^2v_g'=\mathrm{erf}(\beta r)-\frac{2\beta r}{\sqrt\pi}e^{-\beta^2r^2}.$$

It vanishes at $r=0$, and

$$q_g'=\frac{2\beta}{\sqrt\pi}e^{-\beta^2r^2}(1-1+2\beta^2r^2)=4\pi r^2g,$$

as required. The Gaussian self-product follows by parts, with zero boundary terms:

$$\begin{aligned}
(g|g)&=\frac{4\beta^3}{\sqrt\pi}\int_0^\infty re^{-\beta^2r^2}\mathrm{erf}(\beta r)\,dr\\
&=\frac{4\beta^3}{\sqrt\pi}\,\frac1{2\beta^2}\,\frac{2\beta}{\sqrt\pi}\int_0^\infty e^{-2\beta^2r^2}dr\\
&=\frac{4\beta^2}{\pi}\,\frac{\sqrt\pi}{2\sqrt2\,\beta}=\beta\sqrt{\frac2\pi}.
\end{aligned}$$

The cross product $X=(\tilde n_{\rm in}|g)$ is

$$X=4e^{-2R}\left(AJ_1+\frac{BJ_3}{R^2}+\frac{CJ_5}{R^4}\right),\quad J_m=\int_0^Rr^m\mathrm{erf}(\beta r)\,dr.$$

Let $K_k=\int_0^Rr^ke^{-\beta^2r^2}dr$. Integrating $r^m$ in $J_m$, and $re^{-\beta^2r^2}$ in $K_k$, by parts gives

$$\begin{aligned}
J_m&=\frac{1}{m+1}\left[R^{m+1}\mathrm{erf}(\beta R)-\frac{2\beta}{\sqrt\pi}K_{m+1}\right],\\
K_k&=\frac{(k-1)K_{k-2}-R^{k-1}e^{-\beta^2R^2}}{2\beta^2},\qquad K_0=\frac{\sqrt\pi\,\mathrm{erf}(\beta R)}{2\beta}.
\end{aligned}$$

For $\beta=4$, $R=1$, the terms in $e^{-16}$ and $\mathrm{erfc}(4)$ do not affect five decimals. Then $J_1=\frac12(1-\frac1{2\beta^2})=0.48438$, $J_3=\frac14(1-\frac3{4\beta^4})=0.24927$ and $J_5=\frac16(1-\frac{15}{8\beta^6})=0.16659$, which give $X=0.45137$ hartree. With $(g|g)=3.19154$ hartree,

$$\begin{aligned}
\tilde E_1&=\tilde U_{\rm in}+QX+\tfrac12Q^2(g|g)\\
&=0.05161-0.43342+1.47138=1.08957\ \text{hartree}.
\end{aligned}$$

### The smooth term

Write $\tilde n=\tilde n_{\rm in}+n_{\rm out}$. Expanding the square gives

$$E_s=\tilde E_1+U_{\rm out}+(n_{\rm out}|\tilde n_{\rm in})+Q(n_{\rm out}|g),$$

where $U_{\rm out}=\frac12(n_{\rm out}|n_{\rm out})$. The charge of $n_{\rm out}$ within $r>R$ is $q(r)-q_{\rm in}$, so (1) gives

$$\begin{aligned}
U_{\rm out}&=\int_R^\infty4re^{-2r}[1-q_{\rm in}-e^{-2r}(1+2r+2r^2)]\,dr\\
&=(1-q_{\rm in})V_{\rm out}-e^{-4R}P(R).
\end{aligned}$$

The inner pseudo charge acts on $n_{\rm out}$ as a point charge, so $(n_{\rm out}|\tilde n_{\rm in})=\tilde q_{\rm in}V_{\rm out}$. For the Gaussian, $\mathrm{erf}=1-\mathrm{erfc}$ gives $(n_{\rm out}|g)=V_{\rm out}-T$. Hence

$$E_s=\tilde E_1+U_{\rm out}+(\tilde q_{\rm in}+Q)V_{\rm out}-QT. \tag{2}$$

For $\beta=4$, $T$ is negligible at the digits shown, and

$$\begin{aligned}
E_s&=1.08957+0.11104-0.67668\times0.40601\\
&=0.92587\ \text{hartree}.
\end{aligned}$$

To obtain $T$ exactly, use $4re^{-2r}=-W'$ and integrate by parts:

$$T=V_{\rm out}\,\mathrm{erfc}(\beta R)-\frac{2\beta}{\sqrt\pi}\int_R^\infty(1+2r)e^{-2r-\beta^2r^2}dr.$$

Put $u=\beta r+1/\beta$ and $u_0=\beta R+1/\beta$. Then $\beta^2r^2+2r=u^2-1/\beta^2$, $1+2r=1-2/\beta^2+2u/\beta$ and $dr=du/\beta$, so

$$\begin{aligned}
T={}&V_{\rm out}\,\mathrm{erfc}(\beta R)\\
&-e^{1/\beta^2}\left[\left(1-\frac2{\beta^2}\right)\mathrm{erfc}(u_0)+\frac{2e^{-u_0^2}}{\beta\sqrt\pi}\right].
\end{aligned}$$

This gives $T=2.395\times10^{-10}$ hartree for $\beta=4$ and $2.394\times10^{-4}$ hartree for $\beta=2$.

### The sum

In $E_s+E_1-\tilde E_1$ the term $\tilde E_1$ cancels, and with it the Gaussian self-energy. Inserting $\tilde q_{\rm in}+Q=q_{\rm in}-Z$ in (2) leaves

$$U_{\rm in}+U_{\rm out}+q_{\rm in}V_{\rm out}-Z(V_{\rm in}+V_{\rm out})-QT.$$

The first three terms are the interactions inside, outside and across the sphere. In their explicit forms $V_{\rm out}$, $q_{\rm in}V_{\rm out}$ and $e^{-4R}P$ cancel, leaving $5/16$. Since $V_{\rm in}+V_{\rm out}=1$,

$$\boxed{E_s+E_1-\tilde E_1=\tfrac5{16}-Z-QT}$$

The recovery is therefore not exact for a Gaussian with $Q\ne0$. It becomes exact in the limit $\beta R\to\infty$, since $0<T<\mathrm{erfc}(\beta R)V_{\rm out}$. It would also be exact for a spherical compensation charge confined to the sphere, whose potential outside is $1/r$ per unit charge. The form $-QT$ belongs to the convention used here, with the on-site densities cut at $R$ and the Gaussian kept whole. If $n$ and $\tilde n$ were instead kept in all space in $E_1$ and $\tilde E_1$, then $\tilde E_1=E_s$ and $E_1=E_H+E_{eN}$, and this one-atom sum would be exact for any $\beta$. Cutting the Gaussian at $R$ in $\tilde E_1$ would give a different error.

For $Z=1$ the results in hartree are:

| | $\beta=4$ | $\beta=2$ |
|---|---:|---:|
| $E_s$ | 0.92587 | 0.24478 |
| $E_1$ | −0.52380 | −0.52380 |
| $\tilde E_1$ | 1.08957 | 0.40824 |
| sum | −0.68750 | −0.68727 |
| $-QT$ | $2.30\times10^{-10}$ | $2.30\times10^{-4}$ |

The target is $5/16-1=-0.6875$ hartree, or $-18.708$ eV. It is not the total energy of hydrogen: kinetic energy is absent, and $5/16$ is the repulsion of a single electron with itself, which exact exchange cancels.

The two parts can be separated by repeating the calculation with $Z=0$ and $Q_0=q_{\rm in}-\tilde q_{\rm in}=0.03976$. This gives $5/16-Q_0T$, the Hartree part. Because $Q=Q_0-1$ for hydrogen, subtracting this run from the $Z=1$ run gives $-1+T$, the electron-nucleus part. For $\beta=2$ the parts are $0.31249$ and $-0.99976$ hartree, so nearly all the leakage belongs to the nuclear part.

The shape of $\tilde n$ enters the sum through $Q$ in the leakage alone. Adding $0.05(1-x^2)^3$ bohr$^{-3}$ to $\tilde n$ inside the sphere, with $\beta=2$ and $Q$ readjusted, changes $E_s$ by $-2.5\times10^{-3}$ hartree but the sum by $7.6\times10^{-6}$ hartree.

If the compensation charge is omitted from both $E_s$ and $\tilde E_1$, the outer electrons feel $\tilde q_{\rm in}$ instead of $q_{\rm in}-Z=\tilde q_{\rm in}+Q$. The sum is then wrong by $-QV_{\rm out}=0.96024\times0.40601=0.38986$ hartree, more than half the magnitude of the target.

## Comparison

The scaling value, $-1+\frac12/\sqrt2=-0.646$ hartree before rounding, is about 6% smaller in magnitude than $-0.6875$. The nuclear estimate is exact here, so the discrepancy lies in the Hartree part, $0.35$ against $0.3125$. The Gaussian self-energy for $\beta=4$ is $1.47$ hartree, against the estimated 2.

The leakage estimates, $2.61\times10^{-10}$ and $3.17\times10^{-4}$ hartree to three figures, exceed the exact shifts by about 13% and 38%. Setting $|Q|=1$ accounts for a factor of $1/0.96024=1.04$ in each. The rest comes from the layer thickness, because $F$ falls faster than assumed:

$$-\frac{F'}F=2-\frac1r+\frac{2\beta}{\sqrt\pi}\frac{e^{-\beta^2r^2}}{\mathrm{erfc}(\beta r)}.$$

For $z>0$, inserting the factor $t/z\ge1$ in the integral for $\mathrm{erfc}(z)$ gives

$$\mathrm{erfc}(z)<\frac2{\sqrt\pi}\int_z^\infty\frac tz e^{-t^2}dt=\frac{e^{-z^2}}{z\sqrt\pi}.$$

The last term of $-F'/F$ therefore exceeds $2\beta^2r$. For all $r\ge R$ the decay rate is greater than $2\beta^2R+2-1/R$, and when this number is positive,

$$T<\frac{F(R)}{2\beta^2R+2-1/R}.$$

At $R=1$ the denominator is $33$ instead of $32$ for $\beta=4$, and $9$ instead of $8$ for $\beta=2$. The scaling estimate of $T$ is thus too large in both cases, by at least the factors $33/32=1.03$ and $9/8=1.125$. These are lower bounds only: dividing the estimates by the exact $T$ gives $1.09$ for $\beta=4$ and $1.32$ for $\beta=2$, so the neglected part of the decay rate matters more for the softer Gaussian. The numerical check checks the closed forms against direct quadrature of the Coulomb integrals.

## Computed results

```
sphere radius R = 1.0 bohr
nuclear charge Z = 1 e
polynomial A = 2.7500
polynomial B = -2.5000
polynomial C = 0.7500
N = n(R) = 0.043079 bohr^-3
n(0) = 0.318310 bohr^-3
pseudo density at 0 = 0.118466 bohr^-3
q_in = 0.32332358 e
pseudo q_in = 0.28355964 e
Q = -0.96023606 e
V_in = 0.59399415 hartree
V_out = 0.40600585 hartree
U_in = 0.07019017 hartree
U_out = 0.11103856 hartree
pseudo U_in = 0.05160989 hartree
-- sharp Gaussian, beta = 4.0 bohr^-1
X = (pseudo_in|g) = 0.45137299 hartree
(g|g) = 3.19153824 hartree
T = 2.3951e-10 hartree
bound erfc(beta R) V_out = 6.2595e-09 hartree
E_smooth = 0.92587341 hartree
E_ae = -0.52380398 hartree
E_pseudo = 1.08956943 hartree
sum of three terms = -0.68750000 hartree
leakage -Q T = 2.2999e-10 hartree
Z=0 run: Q0 = 0.03976394 e
Z=0 run: sum (Hartree part) = 0.31250000 hartree
difference (nuclear part) = -1.00000000 hartree
-- soft Gaussian, beta = 2.0 bohr^-1
X = (pseudo_in|g) = 0.39475450 hartree
(g|g) = 1.59576912 hartree
T = 2.3943e-04 hartree
bound erfc(beta R) V_out = 1.8992e-03 hartree
E_smooth = 0.24477835 hartree
E_ae = -0.52380398 hartree
E_pseudo = 0.40824446 hartree
sum of three terms = -0.68727009 hartree
leakage -Q T = 2.2991e-04 hartree
Z=0 run: Q0 = 0.03976394 e
Z=0 run: sum (Hartree part) = 0.31249048 hartree
difference (nuclear part) = -0.99976057 hartree
-- checks
Hartree energy by quadrature = 0.31250000 hartree
electron-nucleus by quadrature = -1.00000000 hartree
exact sum 5/16 - 1 = -0.6875 hartree
exact sum in eV = -18.7078 eV
E_smooth (sharp) by Fourier = 0.92587341 hartree
error without compensation = 0.38986146 hartree
altered pseudo, soft: E_smooth = 0.24227845 hartree
altered pseudo, soft: sum = -0.68726245 hartree
closed forms match quadrature within 1e-10 (hartree or e)
```
